# The modified Fowler–Nordheim exponent for an oxide–nitride barrier: a program that tests the result

```python
"""Modified Fowler-Nordheim tunnelling through a thin oxide and part of a nitride.

Result under test: transmission ~ exp(-S), with
  S = 4 b1/(3 F) [P1^1.5 - (P1 - F d)^1.5] + 4 b2/(3 r F) (P2 - F d)^1.5
P1, P2 : oxide and nitride barrier heights above the electron energy (eV)
F      : oxide field times elementary charge (eV/nm); r F is the nitride field
r      : oxide permittivity / nitride permittivity
d, L   : oxide and nitride thickness (nm)
b1, b2 : sqrt(2 m)/hbar in oxide and nitride (1/(nm sqrt(eV)))
Valid when P2/(d + r L) < F < P2/d.
Also tested: the prefactor, the Fowler-Nordheim slope and the energy sensitivity.
"""
from dataclasses import dataclass, replace
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

mp.mp.dps = 50
B_FREE = np.sqrt(2 * const.m_e * const.e) / const.hbar * 1e-9


@dataclass(frozen=True)
class Stack:
    P1: float
    P2: float
    F: float
    d: float
    L: float
    eps1: float
    eps2: float
    m1: float
    m2: float

    @property
    def r(self):
        return self.eps1 / self.eps2

    @property
    def voltage(self):
        return self.F * (self.d + self.r * self.L)


def decay_constant(mass):
    return B_FREE * np.sqrt(mass)


def exponent_parts(s):
    """Closed formula: oxide part and nitride part."""
    oxide = 4 * decay_constant(s.m1) / (3 * s.F) * (
        s.P1**1.5 - (s.P1 - s.F * s.d)**1.5)
    nitride = 4 * decay_constant(s.m2) / (3 * s.r * s.F) * (
        s.P2 - s.F * s.d)**1.5
    return oxide, nitride


def exponent(s):
    return sum(exponent_parts(s))


def fn_slope(s):
    """Closed formula for dS/d(1/F), in eV/nm."""
    a1 = 4 * decay_constant(s.m1) / 3
    a2 = 4 * decay_constant(s.m2) / (3 * s.r)
    return s.F * exponent(s) - 1.5 * s.F * s.d * (
        a1 * np.sqrt(s.P1 - s.F * s.d) - a2 * np.sqrt(s.P2 - s.F * s.d))


def energy_sensitivity(s):
    """Closed formula for -dS/dE, in 1/eV."""
    return (2 * decay_constant(s.m1) / s.F
            * (np.sqrt(s.P1) - np.sqrt(s.P1 - s.F * s.d))
            + 2 * decay_constant(s.m2) / (s.r * s.F)
            * np.sqrt(s.P2 - s.F * s.d))


def solve_poisson(s, voltage, sheet=0.0, x_sheet=None, h=0.05):
    """Finite-volume potential; sheet = electron charge density/eps0 in V/nm."""
    n = round((s.d + s.L) / h)
    x = np.linspace(0, s.d + s.L, n + 1)
    eps = np.where((x[1:] + x[:-1]) / 2 < s.d, s.eps1, s.eps2)
    step = x[1] - x[0]
    matrix = (np.diag(-(eps[:-1] + eps[1:])) + np.diag(eps[1:-1], 1)
              + np.diag(eps[1:-1], -1)) / step
    rhs = np.zeros(n - 1)
    rhs[-1] -= eps[-1] * voltage / step
    if x_sheet is not None:
        rhs[round(x_sheet / step) - 1] += sheet
    phi = np.zeros(n + 1)
    phi[1:-1] = np.linalg.solve(matrix, rhs)
    phi[-1] = voltage
    return x, phi


def exponent_from_definition(s, potential=None):
    """Twice the integral of kappa over the numerical barrier."""
    x, phi = solve_poisson(s, s.voltage) if potential is None else potential

    def height2(y):
        return s.P2 - np.interp(y, x, phi)

    turn = brentq(height2, s.d, s.d + s.L, xtol=1e-13)
    oxide = quad(lambda y: np.sqrt(s.P1 - np.interp(y, x, phi)), 0, s.d)[0]
    nitride = quad(lambda y: np.sqrt(max(height2(y), 0.0)), s.d, turn)[0]
    return 2 * (decay_constant(s.m1) * oxide
                + decay_constant(s.m2) * nitride), turn


def exact_transmission(s, energy, mass0, scale=1):
    """Airy solution with hbar divided by scale; returns T and R."""
    b = [mp.mpf(scale) * mp.mpf(float(decay_constant(m)))
         for m in (mass0, s.m1, s.m2)]
    F, Fn, d = mp.mpf(s.F), mp.mpf(s.F) * s.eps1 / s.eps2, mp.mpf(s.d)
    a1, a2 = mp.cbrt(b[1]**2 * F), mp.cbrt(b[2]**2 * Fn)
    z = a2 * (s.P2 - F * d) / Fn
    psi = mp.airybi(z) + 1j * mp.airyai(z)
    flux = -a2 * (mp.airybi(z, derivative=1)
                  + 1j * mp.airyai(z, derivative=1)) / s.m2
    z = a1 * (s.P1 / F - d)
    psi_z = -flux * s.m1 / a1
    c_ai = mp.pi * (psi * mp.airybi(z, derivative=1) - psi_z * mp.airybi(z))
    c_bi = mp.pi * (psi_z * mp.airyai(z) - psi * mp.airyai(z, derivative=1))
    z = a1 * s.P1 / F
    psi = c_ai * mp.airyai(z) + c_bi * mp.airybi(z)
    flux = -a1 * (c_ai * mp.airyai(z, derivative=1)
                  + c_bi * mp.airybi(z, derivative=1)) / s.m1
    k0 = b[0] * mp.sqrt(energy)
    incident = (psi + flux * mass0 / (1j * k0)) / 2
    reflected = (psi - flux * mass0 / (1j * k0)) / 2
    T = a2 / (mp.pi * s.m2) / (abs(incident)**2 * k0 / mass0)
    return T, abs(reflected / incident)**2


def prefactor(s, energy, mass0):
    v0, v1 = np.sqrt(energy / mass0), np.sqrt(s.P1 / s.m1)
    v1d = np.sqrt((s.P1 - s.F * s.d) / s.m1)
    v2 = np.sqrt((s.P2 - s.F * s.d) / s.m2)
    return 4 * v0 * v1 / (v0**2 + v1**2) * 4 * v1d * v2 / (v1d + v2)**2


# Rough typical parameters of a metal-nitride-oxide-silicon memory cell
barrier1, barrier2, energy, mass_si = 3.10, 2.05, 0.20, 0.92
cell = Stack(P1=barrier1 - energy, P2=barrier2 - energy, F=0.70, d=2.0,
             L=20.0, eps1=3.9, eps2=7.5, m1=0.42, m2=0.50)

# Formula, slope and sensitivity against Poisson solution plus quadrature
cases = [cell, replace(cell, F=0.40),
         replace(cell, m1=0.8, m2=0.2, eps2=20.0, F=0.5),
         replace(cell, P1=2.5, P2=2.4, d=1.0, eps1=9.0, eps2=4.0, F=0.9)]
for s in cases:
    numeric, turn = exponent_from_definition(s)
    assert abs(numeric / exponent(s) - 1) < 1e-6
    assert abs(turn - s.d - (s.P2 - s.F * s.d) / (s.r * s.F)) < 1e-8
    up, down = replace(s, F=s.F * 1.001), replace(s, F=s.F * 0.999)
    slope = ((exponent_from_definition(up)[0]
              - exponent_from_definition(down)[0]) / (1 / up.F - 1 / down.F))
    assert abs(slope / fn_slope(s) - 1) < 1e-3
    de = 1e-3
    up = replace(s, P1=s.P1 + de, P2=s.P2 + de)
    down = replace(s, P1=s.P1 - de, P2=s.P2 - de)
    sens = (exponent_from_definition(up)[0]
            - exponent_from_definition(down)[0]) / (2 * de)
    assert abs(sens / energy_sensitivity(s) - 1) < 1e-3

# Identical layers must act as one triangular barrier
same = replace(cell, P2=cell.P1, eps2=cell.eps1, m2=cell.m1)
triangle = 2 * decay_constant(same.m1) * quad(
    lambda y: np.sqrt(max(same.P1 - same.F * y, 0.0)), 0, same.P1 / same.F)[0]
assert abs(exponent(same) / triangle - 1) < 1e-6
# Vanishing oxide must leave the triangular nitride barrier
bare = replace(cell, d=0.0)
triangle = 2 * decay_constant(bare.m2) * quad(
    lambda y: np.sqrt(max(bare.P2 - bare.r * bare.F * y, 0.0)),
    0, bare.P2 / (bare.r * bare.F))[0]
assert abs(exponent(bare) / triangle - 1) < 1e-6

# Exact wave solution: flux balance, then the semiclassical limit
T_exact, R_exact = exact_transmission(cell, energy, mass_si)
assert abs(1 - R_exact - T_exact) < 1e-8 * T_exact
P = prefactor(cell, energy, mass_si)
S1, S2 = exponent_parts(cell)
S = S1 + S2
residuals = {}
for scale in (1, 4, 16, 64):
    T = exact_transmission(cell, energy, mass_si, scale)[0]
    residuals[scale] = float(mp.log(T)) + scale * S - np.log(P)
    # the first semiclassical correction falls as 1/scale
    assert abs(residuals[scale]) * scale < 0.5

# Trapped electrons at fixed voltage
trapped, x_trap = 5e12, cell.d + 5.0
sheet = trapped * 1e4 * const.e / const.epsilon_0 * 1e-9
drop = (sheet * (cell.d + cell.L - x_trap)
        / (cell.eps2 * (cell.d + cell.r * cell.L)))
charged = replace(cell, F=cell.F - drop)
pot = solve_poisson(cell, cell.voltage, sheet, x_trap)
assert abs(pot[1][1] / pot[0][1] - charged.F) < 1e-8
S_num, turn_charged = exponent_from_definition(cell, pot)
assert turn_charged < x_trap
assert abs(S_num / exponent(charged) - 1) < 1e-6

# Image force of silicon in the oxide, with optical oxide permittivity
eps_si, eps_opt = 11.7, 2.1
image = (const.e / (16 * np.pi * const.epsilon_0) * 1e9 / eps_opt
         * (eps_si - eps_opt) / (eps_si + eps_opt))


def image_height(y):
    return cell.P1 - cell.F * y - image / y


start = brentq(image_height, 1e-4, 0.5)
S_image = S2 + 2 * decay_constant(cell.m1) * quad(
    lambda y: np.sqrt(max(image_height(y), 0.0)), start, cell.d)[0]

# Two-band dispersion with rough gaps and unchanged band-edge masses
gap1, gap2 = 9.0, 5.0
x_turn = cell.d + (cell.P2 - cell.F * cell.d) / (cell.r * cell.F)


def two_band(height, gap):
    return np.sqrt(max(height * (1 - height / gap), 0.0))


S_band = 2 * decay_constant(cell.m1) * quad(
    lambda y: two_band(cell.P1 - cell.F * y, gap1), 0, cell.d)[0]
S_band += 2 * decay_constant(cell.m2) * quad(
    lambda y: two_band(cell.r * cell.F * (x_turn - y), gap2),
    cell.d, x_turn)[0]

# Silicon subband in a triangular well with the full surface field
F_si = cell.F * cell.eps1 / eps_si
level = float(-mp.airyaizero(1)) * (F_si / decay_constant(mass_si))**(2 / 3)
shift = level - energy
S_level = exponent(replace(cell, P1=cell.P1 - shift, P2=cell.P2 - shift))

# Thermal normal energy and thermal parallel energy
kT = const.k * 300 / const.e
S_normal = exponent(replace(cell, P1=cell.P1 - kT, P2=cell.P2 - kT))
mass_par = 0.19
S_parallel = exponent(replace(cell, P1=cell.P1 - kT * (1 - mass_par / cell.m1),
                              P2=cell.P2 - kT * (1 - mass_par / cell.m2)))
S_thick = exponent(replace(cell, d=cell.d + 0.1))

print(f"barriers from Si band edge: {barrier1:.2f}, {barrier2:.2f} eV")
print(f"normal energy {energy:.2f} eV; Phi1 {cell.P1:.2f}, Phi2 {cell.P2:.2f} eV")
print(f"oxide {cell.d:.1f} nm, nitride {cell.L:.1f} nm")
print(f"permittivities {cell.eps1}, {cell.eps2}; ratio r {cell.r:.4f}")
print(f"masses Si {mass_si}, oxide {cell.m1}, nitride {cell.m2:.2f} m_e")
print(f"b1 {decay_constant(cell.m1):.4f}, b2 {decay_constant(cell.m2):.4f}"
      " nm^-1 eV^-1/2")
print(f"fields: oxide {10*cell.F:.2f}, nitride {10*cell.r*cell.F:.3f} MV/cm")
print(f"voltage across both layers {cell.voltage:.3f} V")
print(f"energy drop in oxide {cell.F*cell.d:.3f} eV")
print(f"heights at interface: oxide {cell.P1-cell.F*cell.d:.3f},"
      f" nitride {cell.P2-cell.F*cell.d:.3f} eV")
print(f"turning point {x_turn:.4f} nm; nitride path {x_turn-cell.d:.4f} nm")
print(f"field window {10*cell.P2/(cell.d+cell.r*cell.L):.3f}"
      f" to {10*cell.P2/cell.d:.3f} MV/cm")
print(f"S oxide {S1:.4f}, S nitride {S2:.4f}, S total {S:.4f}")
print(f"exp(-S) {np.exp(-S):.4e}; prefactor P {P:.4f}")
print(f"P exp(-S) {P*np.exp(-S):.4e}; exact T {float(T_exact):.4e}")
for scale, value in residuals.items():
    print(f"hbar/{scale}: ln(T exact / T semiclassical) {value:+.6f}")
print(f"FN slope B {10*fn_slope(cell):.2f} MV/cm")
print(f"energy sensitivity c {energy_sensitivity(cell):.3f} 1/eV")
plain = 4 * decay_constant(cell.m1) * cell.P1**1.5 / 3
print(f"unmodified oxide FN: S {plain/cell.F:.3f}, slope {10*plain:.2f} MV/cm")
print(f"S if nitride field = oxide field {exponent(replace(cell, eps2=cell.eps1)):.3f}")
print(f"S if nitride mass = oxide mass {exponent(replace(cell, m2=cell.m1)):.3f}")
print("field MV/cm | S oxide | S nitride | S | B MV/cm | P exp(-S) | exact T")
for field in (0.5, 0.6, 0.7, 0.8, 0.9):
    s = replace(cell, F=field)
    p1, p2 = exponent_parts(s)
    T = float(exact_transmission(s, energy, mass_si)[0])
    approx = prefactor(s, energy, mass_si) * np.exp(-p1 - p2)
    print(f"{10*field:.1f} | {p1:.3f} | {p2:.3f} | {p1+p2:.3f} |"
          f" {10*fn_slope(s):.1f} | {approx:.3e} | {T:.3e}")
print("Neglected effects: changed S and factor exp(S - changed S)")
print(f"trapped electrons {trapped:.1e} cm^-2, {x_trap-cell.d:.1f} nm into nitride:"
      f" oxide field falls {10*drop:.3f} MV/cm")
for label, value in [
        ("trapped charge", exponent(charged)),
        (f"image force (optical permittivity {eps_opt})", S_image),
        (f"two-band dispersion (gaps {gap1}, {gap2} eV)", S_band),
        (f"Si subband at {level:.3f} eV", S_level),
        (f"normal energy + kT ({1000*kT:.2f} meV, 300 K)", S_normal),
        (f"parallel energy kT (Si mass {mass_par})", S_parallel),
        ("oxide thicker by 0.1 nm", S_thick)]:
    print(f"{label}: S {value:.3f}, factor {np.exp(S-value):.3g}")
print(f"direct capture by interface traps: factor at most {np.exp(S2):.3g}")
breakdown = 1.0
print(f"oxide field / rough breakdown field {10*breakdown:.0f} MV/cm:"
      f" {cell.F/breakdown:.2f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
barriers from Si band edge: 3.10, 2.05 eV
normal energy 0.20 eV; Phi1 2.90, Phi2 1.85 eV
oxide 2.0 nm, nitride 20.0 nm
permittivities 3.9, 7.5; ratio r 0.5200
masses Si 0.92, oxide 0.42, nitride 0.50 m_e
b1 3.3202, b2 3.6226 nm^-1 eV^-1/2
fields: oxide 7.00, nitride 3.640 MV/cm
voltage across both layers 8.680 V
energy drop in oxide 1.400 eV
heights at interface: oxide 1.500, nitride 0.450 eV
turning point 3.2363 nm; nitride path 1.2363 nm
field window 1.492 to 9.250 MV/cm
S oxide 19.6138, S nitride 4.0057, S total 23.6195
exp(-S) 5.5229e-11; prefactor P 0.6124
P exp(-S) 3.3825e-11; exact T 3.2983e-11
hbar/1: ln(T exact / T semiclassical) -0.025203
hbar/4: ln(T exact / T semiclassical) -0.004402
hbar/16: ln(T exact / T semiclassical) -0.001032
hbar/64: ln(T exact / T semiclassical) -0.000255
FN slope B 182.33 MV/cm
energy sensitivity c 17.889 1/eV
unmodified oxide FN: S 31.232, slope 218.62 MV/cm
S if nitride field = oxide field 21.697
S if nitride mass = oxide mass 23.285
field MV/cm | S oxide | S nitride | S | B MV/cm | P exp(-S) | exact T
5.0 | 20.537 | 14.559 | 35.095 | 212.4 | 3.716e-16 | 3.720e-16
6.0 | 20.083 | 8.113 | 28.196 | 200.1 | 3.611e-13 | 3.594e-13
7.0 | 19.614 | 4.006 | 23.620 | 182.3 | 3.382e-11 | 3.298e-11
8.0 | 19.126 | 1.451 | 20.577 | 154.9 | 6.513e-10 | 6.077e-10
9.0 | 18.617 | 0.115 | 18.732 | 99.3 | 2.756e-09 | 3.608e-09
Neglected effects: changed S and factor exp(S - changed S)
trapped electrons 5.0e+12 cm^-2, 5.0 nm into nitride: oxide field falls 1.459 MV/cm
trapped charge: S 31.006, factor 0.00062
image force (optical permittivity 2.1): S 22.088, factor 4.62
two-band dispersion (gaps 9.0, 5.0 eV): S 20.890, factor 15.3
Si subband at 0.307 eV: S 21.794, factor 6.2
normal energy + kT (25.85 meV, 300 K): S 23.162, factor 1.58
parallel energy kT (Si mass 0.19): S 23.343, factor 1.32
oxide thicker by 0.1 nm: S 23.526, factor 1.1
direct capture by interface traps: factor at most 54.9
oxide field / rough breakdown field 10 MV/cm: 0.70
ALL CHECKS PASSED
```
